# Parabolic growth of a porous immersion deposit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one straight pore to the parabolic law

### A case simple enough to see through

A plate of metal M lies in a bath containing ions of a second metal N. Atoms of M dissolve, the electrons they leave behind pass through the metal, and ions of N take up these electrons and deposit. No external source drives the current. This is a displacement reaction, and the film it makes is an immersion deposit.

Once the film covers the plate, M can dissolve further where liquid still reaches it through pores. Take the simplest such film. Its pores are straight and perpendicular to the plate, and they occupy a fraction $\varepsilon$ of every plane parallel to the plate. Both ions have charge one. The concentration of M ions is held at $c_s$ at the base of each pore and at zero at its mouth. The film thickness is $L$, and deposition occurs on the outer face.

If $L$ changes slowly, the concentration in a pore settles to a steady profile. The same number of ions must then cross every section of the pore, so the gradient is uniform and equals $c_s/L$ in size. With diffusivity $D$, the outward flux per area of pore is $Dc_s/L$. Pores fill the fraction $\varepsilon$ of the plate, so the flux per area of plate is

$$J=\frac{\varepsilon D c_s}{L}.$$

Each M ion that leaves allows one N atom to deposit. Let $\Omega$ be the volume per atom in solid N. A new layer of thickness $dL$ contains solid volume $(1-\varepsilon)\,dL$ per area, because the pores continue through it. In a time $dt$ the deposited atoms supply the volume $\Omega J\,dt$. Equating the two gives

$$(1-\varepsilon)\frac{dL}{dt}=\Omega J=\frac{\Omega\varepsilon D c_s}{L}.$$

Multiply by $L$ and divide by $1-\varepsilon$. The right side becomes a constant, called $K$:

$$L\frac{dL}{dt}=K .$$

The left side is half the time derivative of $L^2$, because $d(L^2)/dt=2L\,dL/dt$. Integration from $L=0$ at $t=0$ therefore gives

$$L^2=2Kt .$$

The film is its own obstacle: each new layer lengthens the path of the ions whose escape pays for the next layer. Doubling the thickness takes four times the time if $K$ stays fixed.

Two limits show what the law says and where it stops. As $\varepsilon\to0$, $K\to0$, as it must for a film without a path for liquid. As $t\to0$, the growth rate $K/L$ grows without bound. No real surface can supply an infinite flux, so some other resistance must govern the first moments. If the pore law takes over at thickness $L_i$ and time $t_i$, the same integration gives $L^2-L_i^2=2K(t-t_i)$. An early stage that ends in this way shifts the line of $L^2$ against $t$ without changing its slope. A fixed resistance that stays in series with the pores, treated in the second half, does lower the slope, though by less and less as the film thickens.

### General charges

Let M dissolve with valence $z$ and N deposit with valence $n$:

$$\mathrm{M}\to \mathrm{M}^{z+}+z e^-,\qquad \mathrm{N}^{n+}+n e^-\to \mathrm{N}.$$

I use atomic units for charge, so the elementary charge is one and the current density carried off by dissolving M is $zJ$. Concentrations in the equations are numbers per volume, and $kT$ is an energy. If $J_N$ is the number of N atoms deposited per area and time, no net charge builds up provided that

$$nJ_N=zJ,\qquad J_N=\frac{z}{n}J .$$

This assumes that no side reaction, such as evolution of hydrogen, consumes or supplies electrons. The volume balance becomes $(1-\varepsilon)\,dL/dt=\Omega J_N$, so $K$ acquires the factor $z/n$. For $z=n$ the first case returns. For $z=1$ and $n=2$ two M ions must escape for every N atom deposited.

### Slanted pores and a bath that contains M

Now tilt a pore by an angle $\theta$ from the normal. Let it cut an area $A$ from a plane parallel to the plate. Its section perpendicular to its own axis is $A\cos\theta$, and its length is $L/\cos\theta$. If the bath holds M ions at concentration $c_b$, the number leaving this pore per time is

$$D\,\frac{c_s-c_b}{L/\cos\theta}\,A\cos\theta
=\frac{A D\cos^2\theta\,(c_s-c_b)}{L}.$$

One factor $\cos\theta$ comes from the longer path and the other from the narrower section. Define the tortuosity factor $\tau=1/\cos^2\theta$. Summing $A$ over the pores on unit area of plate gives $\varepsilon$, and hence

$$J=\frac{\varepsilon}{\tau}D\,\frac{c_s-c_b}{L}.$$

For $\theta=0$, $\tau=1$ and the straight pore returns. For $\theta=45^\circ$, $\tau=2$. A finite-element solution for a two-dimensional slanted channel tested this value. The resistances of channels spanning films 4 and 8 channel widths thick were subtracted, so that equal end effects cancelled. The difference gave $\tau=2$ to the digits printed. The cancelled end effects are left out of the flux formula. With uniform concentration on both end faces of this $45^\circ$ channel, they shorten the effective film thickness by $(\ln 2)/\pi=0.22$ channel widths, about 22 nm for a channel 100 nm wide, so the formula needs a film much thicker than the pores are wide. For pores of less regular shape, $\tau$ is a parameter defined by the flux equation.

Combining the three balances gives the growth constant

$$K=\frac{z}{n}\,\frac{\Omega}{1-\varepsilon}\,\frac{\varepsilon}{\tau}\,D\,(c_s-c_b),
\qquad L^2=2Kt .$$

The integration required $K$ to be constant. Unless changes happen to cancel, $\varepsilon$, $\tau$, $D$, $c_s$ and $c_b$ must therefore all stay fixed, and slow diffusion alone does not guarantee a parabola.

### What holds the base concentration fixed

The least obvious of these conditions is a constant $c_s$. Fast reactions at both metal surfaces can provide it. The metals are in contact, so their electrons share one electrochemical potential $\eta$. Suppose for now that the electric potential $\varphi$ of the solution is uniform. Equilibrium of M with its ions at the pore base requires the energy of an atom to equal that of an ion plus $z$ electrons:

$$\mu_M=\mu_M^\circ+kT\ln c_s+z\varphi+z\eta .$$

Here $\mu_M$ is the chemical potential of the solid and $\mu_M^\circ$ that of the ion at the reference concentration. Inside logarithms, and in the formula for $c_s$ below, concentrations are divided by the reference value 1 mol/L. The solution is treated as ideal. Define $E=-(\eta+\varphi)$ and $E_M=(\mu_M^\circ-\mu_M)/z$. Rearranging and dividing by $z$ gives

$$E=E_M+\frac{kT}{z}\ln c_s .$$

The same steps for N at the outer face give $E=E_N+(kT/n)\ln c_N$, where $c_N$ is the concentration of N ions there. The two values of $E$ are equal, so

$$\ln c_s=\frac{z}{n}\ln c_N+\frac{z(E_N-E_M)}{kT},
\qquad
c_s=c_N^{z/n}\exp\!\left[\frac{z(E_N-E_M)}{kT}\right].$$

The thickness does not appear. Under these conditions the base concentration is pinned by the bath and the two metals.

For a model example take $z=1$, $n=2$, $T=343$ K, $c_N=0.25$ mol/L and $E_N-E_M=-0.05$ eV per charge. With $kT=0.02956$ eV,

$$c_s=\sqrt{0.25}\;e^{-0.05/0.02956}=0.500\times0.184=0.092\ \text{mol/L}.$$

The negative energy difference does not forbid the reaction. It refers to ions at 1 mol/L, whereas the bath starts without M ions. At fixed $c_N$ the reaction runs until $c_b$ reaches $c_s$, where the driving difference vanishes.

The pinning was tested with finite reaction rates. Both electrodes were given rate laws in which half the electrical energy enters the forward exponent and half the backward one. The metal potential was then found by balancing the charges. With a common rate prefactor $10^6$ times the pore conductance, the base concentration was 0.0921 mol/L, as in equilibrium. With a prefactor 0.1 times that conductance it fell to 0.0214 mol/L. In the second case the reactions no longer keep up with the pores, and $c_s$ cannot be used as a fixed boundary value.

The formula also has an upper limit of use. Raising $E_N-E_M$ from $-0.05$ to $0.5$ eV at the same temperature would multiply $c_s$ by about $10^8$, which no solution can hold. A solid salt of M in equilibrium with a solution of otherwise fixed composition could then pin $c_s$ instead. The parabola would survive, but with the solubility in place of the equilibrium formula.

### Is the concentration profile really steady?

The mouth of the pore moves outward as the film grows, so the steady profile is an approximation. It can be checked by solving the moving problem for $c_b=0$. Let $x$ be the distance from the pore base along the normal. Distance along a slanted pore is $x/\cos\theta$, so two derivatives along the axis bring a factor $\cos^2\theta=1/\tau$. With $D'=D/\tau$,

$$\frac{\partial c}{\partial t}=D'\frac{\partial^2c}{\partial x^2},\qquad c(0,t)=c_s,\qquad c(L,t)=0 .$$

Electrons are released where M dissolves, so growth follows the flux at the base:

$$\frac{dL}{dt}=-\frac{G D'}{c_s}\left.\frac{\partial c}{\partial x}\right|_{x=0},
\qquad G=\frac{z}{n}\frac{\Omega\varepsilon c_s}{1-\varepsilon}.$$

Try $L=2\lambda\sqrt{D't}$ with constant $\lambda$, and

$$c=c_s\left[1-\frac{\operatorname{erf}u}{\operatorname{erf}\lambda}\right],\qquad u=\frac{x}{2\sqrt{D't}} .$$

The boundary values are correct, since $u=0$ at the base and $u=\lambda$ at the mouth. For the diffusion equation use $d(\operatorname{erf}u)/du=2e^{-u^2}/\sqrt\pi$ and $\partial u/\partial t=-u/(2t)$. The time derivative of $\operatorname{erf}u$ is $-ue^{-u^2}/(t\sqrt\pi)$. Its second space derivative is

$$\frac{1}{4D't}\,\frac{2}{\sqrt\pi}(-2u)e^{-u^2}=-\frac{u e^{-u^2}}{D't\sqrt\pi},$$

and multiplication by $D'$ reproduces the time derivative. The equation is satisfied.

The gradient at the base is $-c_s/(\sqrt{\pi D't}\,\operatorname{erf}\lambda)$. Inserting it, and $dL/dt=\lambda\sqrt{D'/t}$, in the growth condition gives

$$\lambda\sqrt{\frac{D'}{t}}=\frac{GD'}{\sqrt{\pi D't}\,\operatorname{erf}\lambda}
\quad\Longrightarrow\quad
\sqrt\pi\,\lambda\operatorname{erf}\lambda=G .$$

Time has cancelled, so the parabola holds for the moving pore too. For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$. Hence $2\lambda^2(1-\lambda^2/3)\approx G$. Replacing $\lambda^2$ in the small correction by $G/2$ gives $\lambda^2\approx(G/2)(1+G/6)$, and

$$L^2=4\lambda^2D't\approx2GD't\left(1+\frac G6\right).$$

Since $GD'=K$ when $c_b=0$, the steady-profile result is recovered with a fractional error $G/6$ in $L^2$.

A numerical solution that began with a pore free of M ions tested the similarity result. At the deliberately large value $G=0.3$, the slope of $L^2$ was 1.053 times the steady-profile value, close to $1+G/6=1.05$. In the example below $G=1.5\times10^{-6}$, and the correction is negligible.

### Numbers for the model film

Take $\varepsilon=0.002$, $\tau=2$, $\Omega=0.027$ nm³, $D=10^{-5}$ cm²/s and $c_b=0$. The volume per N atom times the number density of M ions at the base is $\Omega c_s=0.001498$. One cm² is $10^{14}$ nm², so

$$K=\frac12\times\frac{0.001498}{0.998}\times\frac{0.002}{2}\times10^9
=750\ \text{nm}^2/\text{s}.$$

After 600 s,

$$L=\sqrt{2\times750.3\times600}=949\ \text{nm}\quad(9490\ \text{Å}).$$

The thickness is 474 nm at 150 s and 1898 nm at 2400 s, so each fourfold time doubles it. A separate integration of the current in SI units, with Faraday's law converting charge to deposited volume, also gave 949 nm.

The current density follows from the growth rate $K/L=0.791$ nm/s. The deposition flux is $0.998\times0.791/0.027=29.2$ atoms per nm² and second, and the outward M flux is twice this, 58.5. Multiplication by the elementary charge gives 0.94 mA/cm². It is an internal current: an ammeter outside the plate would not register it.

## Second half: other resistances and changing pores

### Symbols and results carried over

The film has thickness $L$, porosity $\varepsilon$, tortuosity factor $\tau$ and volume $\Omega$ per N atom. M ions of valence $z$ leave with flux $J$ per plate area and diffusivity $D$; N ions of valence $n$ deposit. The M concentration is $c_s$ at the pore base and $c_b$ in the bath. Pore control with fixed parameters gives

$$J=\frac{\varepsilon D(c_s-c_b)}{\tau L},\qquad
L\frac{dL}{dt}=K=\frac zn\frac{\Omega\varepsilon D(c_s-c_b)}{(1-\varepsilon)\tau},\qquad L^2=2Kt .$$

The model example has $z=1$, $n=2$, $\varepsilon=0.002$, $\tau=2$, $c_s=0.092$ mol/L, $c_b=0$ and $K=750$ nm²/s. It reaches 949 nm in 600 s at 343 K. Each change below is made separately to this film, with the other settings held fixed unless stated.

### Resistance outside the pores

Start with resistances that can limit growth in the first moments. Outside the film, stirring leaves a layer of thickness $\delta$ through which M ions diffuse. Its whole area is open, so its concentration drop is $J\delta/D$.

Near each mouth the flow must also spread out from the pore. Replace the flat mouth of radius $a$ by a hemisphere of the same radius. This is an estimate: a flat mouth at uniform concentration has a spreading resistance $\pi/2$ times as large, which would lower the 600 s thickness found below from 888 to 882 nm. If one pore emits $I$ ions per time,

$$-2\pi r^2D\frac{dc}{dr}=I,\qquad
c(a)-c(\infty)=\int_a^\infty\frac{I\,dr}{2\pi Dr^2}=\frac{I}{2\pi Da}.$$

There are $\varepsilon/(\pi a^2)$ pores per area, so $I=J\pi a^2/\varepsilon$. The spreading drop is $Ja/(2\varepsilon D)$. Adding the drops in pore, mouth and stirred layer gives

$$c_s-c_b=\frac{J}{D}\left(\frac{\tau L}{\varepsilon}+\frac{a}{2\varepsilon}+\delta\right).$$

Take $\tau/\varepsilon$ outside the bracket and solve for $J$:

$$J=\frac{\varepsilon D(c_s-c_b)}{\tau(L+L_0)},\qquad
L_0=\frac{\varepsilon\delta}{\tau}+\frac{a}{2\tau}.$$

The outer resistances act as an added film thickness $L_0$. The growth equation is now $(L+L_0)dL/dt=K$. Integration from zero and multiplication by two give

$$L^2+2L_0L=2Kt,\qquad L=-L_0+\sqrt{L_0^2+2Kt}.$$

The positive root is chosen because thickness cannot be negative. For $L\ll L_0$, $L\approx Kt/L_0$, so in this steady model growth starts linearly and the infinite initial rate is gone. The steady profile in the stirred layer takes a time of order $\delta^2/D$ to form, 2.5 s for the values below. If the layer starts without M ions, growth is faster than this until then. For those values the film is then 16 nm thick after 1 s instead of 11 nm, and the growth exponent defined below lies near 0.6 to 0.75 between 0.1 and 8 s, so the linear stage is hardly seen. The thickness at 600 s is unchanged to the digits given. For $L\gg L_0$ the parabola returns.

The local growth exponent is $p=d\ln L/d\ln t=(t/L)\,dL/dt$. Substitute $t=(L^2+2L_0L)/(2K)$ and $dL/dt=K/(L+L_0)$:

$$p=\frac{L+2L_0}{2(L+L_0)} .$$

It falls from 1 to 1/2 as the film thickens. With $\delta=50\,000$ nm and $a=50$ nm, the two parts of $L_0$ are 50 and 12.5 nm. At 600 s the film reaches 888 nm, 6% below the parabolic value, with $p=0.533$. Integration of Faraday's law with the separate resistances tested this thickness formula. In the steady model the condition $L=L_0$ occurs at $t=3L_0^2/(2K)$, about 8 s; with a stirred layer that starts empty it comes at about 7.5 s.

A reaction at the pore base can add resistance as well. If its net flux is $k(c_s-c)$, where $c$ is the actual base concentration and $k$ refers to plate area, its drop is $J/k$. It equals the pore drop when

$$k=\frac{\varepsilon D}{\tau L}=1.05\times10^{-4}\ \text{cm/s}$$

at $L=949$ nm. Pore control requires $k$ to be much larger. The threshold is higher for a thinner film, because its pores offer less resistance.

With fixed parameters, diffusion through the pores gives the parabolic law $L^2=2Kt$, and the stirred layer and pore mouths act as an added film thickness $L_0$ that matters less as the film thickens. Still to be examined are the electric field in the pores, the place where the metal dissolves, closing pores and changes in the bath, followed by a comparison with an industrial finish.

All numerical values are calculated from the stated model.
